**Debye temperature and Grüneisen parameters from one binding curve**

The program tests $\Theta=(\hbar/k_B)(48\pi^5)^{1/6}k(\nu)\sqrt{rB/M}$ and $\gamma_t=-1/6+(B'-2t/3)/[2(1-2tP/(3B))]$. Here $r$ is the Wigner-Seitz radius, $M$ the atomic mass, $\nu$ the Poisson ratio, $P$ the static pressure, $B$ the bulk modulus and $B'=dB/dP$; $t=0,1,2$ denotes Slater, Dugdale-MacDonald and free volume. It asserts that an explicit count of elastic modes below the predicted cutoff gives $3N$ within 0.4%, and that the closed form of $\gamma_t$ agrees with symbolic differentiation for a general pressure curve. Further assertions compare the three models with an isotropic elastic solid, a displaced chain and the mean squared frequency of an fcc crystal, and the expansion coefficients with a direct solution for the free-energy minimum. The output shows that 41.63 corresponds to $k=0.617$ and $\nu=0.364$. For the Morse example at zero pressure, the three $\gamma$ values are 2.33, 2.00 and 1.67. The fcc crystal with the same binding curve has 1.57 at high and 1.26 at low temperature, and its elastic ratio $k$ changes with volume.

## Program and output

```python
"""
Result under test: an isotropic Debye solid has
  Theta = (hbar/kB) (48 pi^5)^(1/6) k(nu) sqrt(r B / M),
and three Grueneisen models follow from one static binding curve through
  Theta_t^2 ~ r (B - 2 t P / 3),
  gamma_t = -1/6 + (B' - 2t/3) / (2 (1 - 2 t P/(3 B))),
with t = 0 Slater, t = 1 Dugdale-MacDonald, t = 2 free volume.
r: Wigner-Seitz radius, V: volume per atom, M: atomic mass, nu: Poisson ratio,
P: static pressure, B: bulk modulus, B' = dB/dP, gamma = -dln(Theta)/dlnV.
Binding curve: E = D (exp(-2a(r-r0)) - 2 exp(-a(r-r0))), eta = a r0.
Internal units: eV and bohr, unless a name says otherwise.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.optimize import brentq

BOHR = sc.physical_constants["Bohr radius"][0]
KB_EV = sc.k / sc.e
KBAR = sc.e / BOHR**3 / 1e8          # kbar in one eV/bohr^3
depth, r0, eta, mass_u = 4.0, 2.7, 4.0, 60.0
a = eta / r0
V0 = 4 * np.pi * r0**3 / 3
NAMES = ["Slater", "Dugdale-MacDonald", "free volume"]


def radius(volume):
    return (3 * volume / (4 * np.pi)) ** (1 / 3)


def energy(r):
    x = np.exp(-a * (r - r0))
    return depth * (x * x - 2 * x)


def energy_derivatives(r):
    x = np.exp(-a * (r - r0))
    return (-2 * depth * a * (x * x - x),
            2 * depth * a**2 * (2 * x * x - x),
            -2 * depth * a**3 * (4 * x * x - x))


def static_state(volume):
    """Pressure, bulk modulus and B' from radial derivatives of E."""
    r = radius(volume)
    e1, e2, e3 = energy_derivatives(r)
    pressure = -e1 / (4 * np.pi * r**2)
    bulk = (e2 - 2 * e1 / r) / (12 * np.pi * r)
    bprime = -(r * e3 - 3 * e2 + 4 * e1 / r) / (3 * (e2 - 2 * e1 / r))
    return pressure, bulk, bprime


def gamma_model(volume, t):
    p, b, bp = static_state(volume)
    return -1 / 6 + (bp - 2 * t / 3) / (2 * (1 - 2 * t * p / (3 * b)))


def log_theta_model(volume, t):
    p, b, _ = static_state(volume)
    return 0.5 * np.log(radius(volume) * (b - 2 * t * p / 3))


def log_slope(log_function, volume, h=1e-3):
    """d(log_function)/dlnV by a central difference."""
    return (log_function(volume * np.exp(h))
            - log_function(volume * np.exp(-h))) / (2 * h)


# Debye prefactor and the Poisson factor
prefactor = (sc.hbar / sc.k * (48 * np.pi**5) ** (1 / 6)
             * np.sqrt(BOHR * 1e8 / sc.atomic_mass))


def poisson_factor(nu):
    vt = np.sqrt(3 * (1 - 2 * nu) / (2 * (1 + nu)))
    vl = np.sqrt(3 * (1 - nu) / (1 + nu))
    return ((2 / vt**3 + 1 / vl**3) / 3) ** (-1 / 3)


k_mjs = 41.63 / prefactor
nu_mjs = brentq(lambda nu: poisson_factor(nu) - k_mjs, 0.0, 0.49)


def elastic_speeds(bulk_pa, density, nu):
    """Speeds from the Christoffel matrix of an inverted compliance."""
    young = 3 * bulk_pa * (1 - 2 * nu)
    compliance = np.zeros((6, 6))
    compliance[:3, :3] = -nu / young
    for i in range(3):
        compliance[i, i] = 1 / young
        compliance[i + 3, i + 3] = 2 * (1 + nu) / young
    stiffness = np.linalg.inv(compliance)
    voigt = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
    n = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
    tensor = stiffness[voigt[:, :, None, None], voigt[None, None, :, :]]
    christoffel = np.einsum("ijkl,j,l->ik", tensor, n, n)
    return np.sqrt(np.linalg.eigvalsh(christoffel) / density)


P0, B0, BP0 = static_state(V0)
theta0 = 41.63 * np.sqrt(r0 * B0 * KBAR / mass_u)

# Explicit count of plane waves below the predicted Debye frequency
atoms = 200000
volume_m3 = V0 * BOHR**3
density0 = mass_u * sc.atomic_mass / volume_m3
box = (atoms * volume_m3) ** (1 / 3)
axis = np.arange(-55, 56)
n_squared = (axis[:, None, None]**2 + axis[None, :, None]**2
             + axis[None, None, :]**2)
count_ratios = []
for nu in (0.25, nu_mjs):
    theta = prefactor * poisson_factor(nu) * np.sqrt(r0 * B0 * KBAR / mass_u)
    omega = sc.k * theta / sc.hbar
    speeds = elastic_speeds(B0 * KBAR * 1e8, density0, nu)
    limits = omega * box / (2 * np.pi * speeds)
    assert limits.max() < 55
    count = sum(np.count_nonzero(n_squared <= q * q) for q in limits)
    count_ratios.append(count / (3 * atoms))
# A finite box has a surface fluctuation of order 0.1 percent.
assert all(abs(c - 1) < 4e-3 for c in count_ratios)

# Static derivatives and conventional gamma forms, directly from E(V)
v = sp.symbols("v", positive=True)
rs = (3 * v / (4 * sp.pi)) ** sp.Rational(1, 3)
Es = depth * (sp.exp(-2 * a * (rs - r0)) - 2 * sp.exp(-a * (rs - r0)))
Ps = -sp.diff(Es, v)
Bs = -v * sp.diff(Ps, v)
BPs = sp.diff(Bs, v) / sp.diff(Ps, v)
V8 = 0.8 * V0
for volume in (V0, V8):
    direct = [float(f.subs(v, volume).evalf(25)) for f in (Ps, Bs, BPs)]
    assert np.allclose(direct, static_state(volume), rtol=1e-9, atol=1e-11)
    for t in range(3):
        F = Ps * v ** sp.Rational(2 * t, 3)
        form = sp.Rational(t - 2, 3) - v * sp.diff(F, v, 2) / (2 * sp.diff(F, v))
        assert abs(float(form.subs(v, volume).evalf(25))
                   - gamma_model(volume, t)) < 1e-8

# The same equivalence for an arbitrary pressure curve
Pg = sp.Function("P")(v)
Bg = -v * sp.diff(Pg, v)
BPg = -v * sp.diff(Bg, v) / Bg
for t in range(3):
    F = Pg * v ** sp.Rational(2 * t, 3)
    usual = sp.Rational(t - 2, 3) - v * sp.diff(F, v, 2) / (2 * sp.diff(F, v))
    s = sp.Rational(2 * t, 3)
    closed = -sp.Rational(1, 6) + (BPg - s) / (2 * (1 - s * Pg / Bg))
    square = v ** sp.Rational(1, 3) * (Bg - s * Pg)
    from_theta = -v * sp.diff(square, v) / (2 * square)
    assert sp.simplify(usual - closed) == 0
    assert sp.simplify(from_theta - closed) == 0

# Zero-pressure Morse results
assert abs(BP0 - (1 + eta)) < 1e-12
assert np.allclose([gamma_model(V0, t) for t in range(3)],
                   [eta / 2 + 1 / 3, eta / 2, eta / 2 - 1 / 3])


# Slater: isotropic elastic solid with fixed Poisson ratio
def log_theta_elastic(volume):
    bulk = static_state(volume)[1] * KBAR * 1e8
    vol = volume * BOHR**3
    c = elastic_speeds(bulk, mass_u * sc.atomic_mass / vol, nu_mjs)
    return np.log(18 * np.pi**2 / vol / np.sum(c**-3.0)) / 3


# Dugdale-MacDonald: zone-boundary motion of a six-atom periodic chain
def log_omega_chain(volume):
    r = radius(volume)

    def total(u):
        x = np.arange(6) * r + u * (-1.0) ** np.arange(6)
        return np.sum(energy(np.diff(np.append(x, x[0] + 6 * r))))
    h = 1e-3 * r
    return 0.5 * np.log((total(h) - 2 * total(0.0) + total(-h)) / h**2)


for volume in (V0, V8):
    assert abs(-log_slope(log_theta_elastic, volume)
               - gamma_model(volume, 0)) < 2e-5
    assert abs(-log_slope(log_omega_chain, volume)
               - gamma_model(volume, 1)) < 1e-4

# fcc crystal with 12 central-force neighbours and the same E(V)
cells = np.array([m for m in itertools.product((-1, 0, 1), repeat=3)
                  if np.isclose(np.linalg.norm(
                      np.array(m) @ np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])),
                      np.sqrt(2))])
assert len(cells) == 12
bonds = cells @ np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / np.sqrt(2)
along = np.einsum("ni,nj->nij", bonds, bonds)
scale = (4 * np.pi * np.sqrt(2) / 3) ** (1 / 3)   # neighbour distance / r


def spring_matrices(volume):
    r = radius(volume)
    e1, e2, _ = energy_derivatives(r)
    return (e2 * along + e1 / r * (np.eye(3) - along)) / (6 * scale**2)


def zone_weights(mesh):
    f = (np.arange(mesh) + 0.5) / mesh
    q = np.array(np.meshgrid(f, f, f, indexing="ij")).reshape(3, -1).T
    return 1 - np.cos(2 * np.pi * q @ cells.T)


weights = zone_weights(20)


def dynamical(volume, w):
    return np.einsum("qn,nij->qij", w, spring_matrices(volume))


def log_rms(volume):
    d = dynamical(volume, weights)
    return 0.5 * np.log(np.mean(np.trace(d, axis1=1, axis2=2)) / 3)


def log_geometric(volume, w=weights):
    eigenvalues = np.linalg.eigvalsh(dynamical(volume, w))
    assert eigenvalues.min() > 0
    return 0.5 * np.mean(np.log(eigenvalues))


for volume in (V0, V8):
    assert abs(-log_slope(log_rms, volume) - gamma_model(volume, 2)) < 1e-5
gamma_high = [-log_slope(log_geometric, vol) for vol in (V0, V8)]
coarse = zone_weights(12)
gamma_coarse = -log_slope(lambda vol: log_geometric(vol, coarse), V0)
assert abs(gamma_coarse - gamma_high[0]) < 3e-3

# Long waves: average over directions on the sphere
z, wz = np.polynomial.legendre.leggauss(40)
angle = 2 * np.pi * (np.arange(80) + 0.5) / 80
zz, aa = np.meshgrid(z, angle, indexing="ij")
ss = np.sqrt(1 - zz**2)
directions = np.stack([ss * np.cos(aa), ss * np.sin(aa), zz], -1).reshape(-1, 3)
sphere = np.repeat(wz / 2, 80) / 80
long_weights = 0.5 * (directions @ bonds.T) ** 2


def log_debye_lattice(volume):
    lam = np.linalg.eigvalsh(dynamical(volume, long_weights))
    assert lam.min() > 0
    return -np.log(sphere @ np.mean(lam**-1.5, axis=1)) / 3


def log_elastic_ratio(volume):
    """Log of Debye speed divided by sqrt(B/density)."""
    bulk = static_state(volume)[1]
    return (log_debye_lattice(volume) + np.log(scale * radius(volume))
            - 0.5 * np.log(bulk * volume))


gamma_low = [-log_slope(log_debye_lattice, vol) for vol in (V0, V8)]
k_lattice = [np.exp(log_elastic_ratio(vol)) for vol in (V0, V8)]
k_drift = log_slope(log_elastic_ratio, V0)

# Transverse-to-longitudinal weights explain both lattice averages at P = 0
a_zone = np.linalg.eigvalsh(np.einsum("qn,nij->qij", weights, along))
ratio_zone = a_zone.sum(1, keepdims=True) / a_zone - 1
mean_high = ratio_zone.mean()
a_long = np.linalg.eigvalsh(np.einsum("qn,nij->qij", long_weights, along))
ratio_long = a_long.sum(1, keepdims=True) / a_long - 1
soft = sphere[:, None] * a_long**-1.5
mean_low = np.sum(soft * ratio_long) / np.sum(soft)
assert ratio_zone.mean(axis=1).min() >= 2 - 1e-10
assert abs(eta / 2 - mean_high / 6 - gamma_high[0]) < 1e-4
assert abs(eta / 2 - mean_low / 6 - gamma_low[0]) < 1e-4
assert gamma_high[0] < gamma_model(V0, 2) and gamma_low[0] < gamma_model(V0, 2)
assert k_drift > 0.05

# Pressure criterion for the ordering of the three models
P8, B8, BP8 = static_state(V8)
order_number = P8 * BP8 / B8
assert order_number < 1
assert gamma_model(V8, 0) > gamma_model(V8, 1) > gamma_model(V8, 2)

# Classical expansion: solve the stationary free energy directly
expansion = []
for t in range(3):
    def balance(volume, temperature):
        slope = log_slope(lambda x: log_theta_model(x, t), volume) / volume
        return -static_state(volume)[0] + 3 * KB_EV * temperature * slope
    vp, vm = [brentq(balance, 0.99 * V0, 1.01 * V0, args=(temp,))
              for temp in (1.0, -1.0)]
    formula = 3 * KB_EV * gamma_model(V0, t) / (B0 * V0)
    assert abs((vp - vm) / (2 * V0) / formula - 1) < 1e-4
    expansion.append(formula)

print(f"Debye prefactor for k=1: {prefactor:.3f} K (bohr kbar/u)^(-1/2)")
print(f"k implied by 41.63: {k_mjs:.4f} (dimensionless)")
print(f"Poisson ratio implied by 41.63: {nu_mjs:.4f} (dimensionless)")
for nu in (0.25, 1 / 3, 0.40):
    k = poisson_factor(nu)
    print(f"nu={nu:.4f}: k={k:.4f}, prefactor={prefactor*k:.2f} "
          "K (bohr kbar/u)^(-1/2)")
print(f"Counted modes / 3N, nu=0.25: {count_ratios[0]:.5f} (dimensionless)")
print(f"Counted modes / 3N, implied nu: {count_ratios[1]:.5f} (dimensionless)")
print(f"Morse depth D: {depth:.1f} eV")
print(f"Equilibrium radius r0: {r0:.1f} bohr")
print(f"eta = a r0: {eta:.1f} (dimensionless)")
print(f"Atomic mass M: {mass_u:.1f} u")
print(f"Equilibrium volume V0: {V0:.3f} bohr^3 per atom")
print(f"B at V0: {B0*KBAR:.1f} kbar = {B0*KBAR/10:.1f} GPa")
print(f"B' at V0: {BP0:.4f} (dimensionless)")
print(f"r0 B/M: {r0*B0*KBAR/mass_u:.3f} bohr kbar/u")
print(f"Theta at V0 from 41.63: {theta0:.1f} K")
for t in range(3):
    print(f"gamma at V0, {NAMES[t]}: {gamma_model(V0, t):.4f} (dimensionless)")
for t in range(3):
    print(f"Volume expansion, {NAMES[t]}: {expansion[t]*1e6:.2f} 1e-6/K")
print(f"Radius at 0.8 V0: {radius(V8):.4f} bohr")
print(f"P at 0.8 V0: {P8*KBAR:.1f} kbar")
print(f"B at 0.8 V0: {B8*KBAR:.1f} kbar")
print(f"B' at 0.8 V0: {BP8:.4f} (dimensionless)")
print(f"P B'/B at 0.8 V0: {order_number:.4f} (dimensionless)")
for t in range(3):
    ratio = np.exp(log_theta_model(V8, t) - log_theta_model(V0, t))
    print(f"0.8 V0, {NAMES[t]}: gamma={gamma_model(V8, t):.4f}, "
          f"Theta={theta0*ratio:.1f} K")
for i, label in enumerate(("V0", "0.8 V0")):
    print(f"fcc high-temperature gamma at {label}: {gamma_high[i]:.3f}")
    print(f"fcc low-temperature gamma at {label}: {gamma_low[i]:.3f}")
    print(f"fcc elastic ratio k at {label}: {k_lattice[i]:.4f}")
print(f"fcc dln(k)/dlnV at V0: {k_drift:.4f} (dimensionless)")
print(f"fcc mean b/a, high temperature: {mean_high:.3f} (dimensionless)")
print(f"fcc mean b/a, low temperature: {mean_low:.3f} (dimensionless)")
print("PASS")
```

Running it gives:

```
Debye prefactor for k=1: 67.479 K (bohr kbar/u)^(-1/2)
k implied by 41.63: 0.6169 (dimensionless)
Poisson ratio implied by 41.63: 0.3636 (dimensionless)
nu=0.2500: k=0.8599, prefactor=58.03 K (bohr kbar/u)^(-1/2)
nu=0.3333: k=0.6870, prefactor=46.36 K (bohr kbar/u)^(-1/2)
nu=0.4000: k=0.5240, prefactor=35.36 K (bohr kbar/u)^(-1/2)
Counted modes / 3N, nu=0.25: 1.00014 (dimensionless)
Counted modes / 3N, implied nu: 0.99995 (dimensionless)
Morse depth D: 4.0 eV
Equilibrium radius r0: 2.7 bohr
eta = a r0: 4.0 (dimensionless)
Atomic mass M: 60.0 u
Equilibrium volume V0: 82.448 bohr^3 per atom
B at V0: 1865.1 kbar = 186.5 GPa
B' at V0: 5.0000 (dimensionless)
r0 B/M: 83.928 bohr kbar/u
Theta at V0 from 41.63: 381.4 K
gamma at V0, Slater: 2.3333 (dimensionless)
gamma at V0, Dugdale-MacDonald: 2.0000 (dimensionless)
gamma at V0, free volume: 1.6667 (dimensionless)
Volume expansion, Slater: 42.41 1e-6/K
Volume expansion, Dugdale-MacDonald: 36.35 1e-6/K
Volume expansion, free volume: 30.30 1e-6/K
Radius at 0.8 V0: 2.5065 bohr
P at 0.8 V0: 718.0 kbar
B at 0.8 V0: 4932.2 kbar
B' at 0.8 V0: 3.8745 (dimensionless)
P B'/B at 0.8 V0: 0.5640 (dimensionless)
0.8 V0, Slater: gamma=1.7706, Theta=597.6 K
0.8 V0, Dugdale-MacDonald: gamma=1.6097, Theta=567.8 K
0.8 V0, free volume: gamma=1.4099, Theta=536.4 K
fcc high-temperature gamma at V0: 1.568
fcc low-temperature gamma at V0: 1.260
fcc elastic ratio k at V0: 0.8301
fcc high-temperature gamma at 0.8 V0: 1.326
fcc low-temperature gamma at 0.8 V0: 1.020
fcc elastic ratio k at 0.8 V0: 0.6827
fcc dln(k)/dlnV at V0: 1.0735 (dimensionless)
fcc mean b/a, high temperature: 2.589 (dimensionless)
fcc mean b/a, low temperature: 4.441 (dimensionless)
PASS
```
